# Energy release rate of a pressurised circular blister in the membrane limit

A blister test on a chip coating supplies a pressure $p$, a blister volume $V$ and a debonded area $A$. To turn them into the energy available for delamination, one must decide which number multiplies $pV/A$. For a circular blister the number is $3/2$ if the film responds as a linear clamped plate, $1$ if it responds as a membrane held taut by prestress, and $5/4$ if its tension comes from the stretching that the pressure itself produces. Using $3/2$ in the third case overstates the energy release rate by 20%, and using $1$ understates it by 20%, both relative to the correct membrane value.

## Setting and theorem

A film of Young's modulus $E$, Poisson ratio $\nu$ and thickness $h$ is bonded to a rigid substrate except over a circle of radius $a$, so $A=\pi a^2$. The gauge pressure $p$ acts on its underside. Let $w(r)$ be the upward displacement and $u(r)$ the outward radial displacement. Primes denote derivatives with respect to $r$.

The assumptions are these.

1. The film is linear elastic and its slopes are moderate, $w'^2\ll1$.
2. Bending stiffness is neglected.
3. The attached film is free of stress and does not slip, so $u(a)=w(a)=0$.
4. The pressure is uniform, and the blister grows slowly and stays circular.

To leading order in the slope, the radial and hoop strains are

$$\varepsilon_r=u'+\tfrac12 w'^2,\qquad \varepsilon_\theta=\frac{u}{r}. \tag{1}$$

The stored energy, the volume and the potential at fixed pressure are

$$U=\frac{Eh}{2(1-\nu^2)}\int\left(\varepsilon_r^2+\varepsilon_\theta^2+2\nu\varepsilon_r\varepsilon_\theta\right)dA,\qquad V=\int w\,dA,\qquad \Pi=U-pV. \tag{2}$$

The term $-pV$ is the potential of the load, since the pressure does work $p\,dV$ when the volume grows. Equilibrium makes $\Pi$ stationary; the solution followed here is the axisymmetric one with tensile radial force. The energy release rate is counted positive when debonding lowers the potential:

$$G=-\left(\frac{\partial \Pi}{\partial A}\right)_p. \tag{3}$$

**Theorem.** Under assumptions 1 to 4,

$$G=\frac54\,\frac{pV}{A} \tag{4}$$

for every Poisson ratio in the model. For $\nu<0$ the hoop force at the edge, $\nu$ times the radial force, is compressive and a real film may wrinkle there; the statement then concerns the axisymmetric solution only. The same value follows if the volume, instead of the pressure, is held fixed during the growth.

This $G$ is the total release rate. It does not say how the loading divides between opening and shear at the crack front.

## Two lemmas and the proof

**Lemma 1 (volume law).** In equilibrium,

$$V=v(\nu)\,a^3\left(\frac{pa}{Eh}\right)^{1/3}, \tag{5}$$

so $V\propto p^{1/3}a^{10/3}$.

*Proof.* Put $\lambda=(pa/Eh)^{1/3}$ and $r=a\rho$, and write $w=a\lambda W(\rho)$ and $u=a\lambda^2 Y(\rho)$. Then $w'=\lambda\,dW/d\rho$ and $u'=\lambda^2\,dY/d\rho$, so every term in both strains carries the factor $\lambda^2$. The stored energy is quadratic in strain and is integrated over an area proportional to $a^2$. It is therefore $Eh\,a^2\lambda^4$ times a functional of $W$, $Y$ and $\nu$.

The load term $pV$ is $pa^3\lambda$ times a functional of $W$. Since $pa=Eh\lambda^3$, its prefactor is $pa^3\lambda=Eh\,a^2\lambda^4$, the same as before. The common prefactor does not affect stationarity, so the equilibrium shapes $W$ and $Y$ depend on $\nu$ alone. Integrating $w=a\lambda W$ over the area gives $V=a^3\lambda\,v(\nu)$. The powers of $a$ add up to $3+1/3=10/3$. ∎

**Lemma 2 (stored energy).** In equilibrium, $pV=4U$.

*Proof.* Compare the equilibrium state with the admissible states $tw$, $t^2u$. Both strains are multiplied by $t^2$, so the stored energy becomes $t^4U$, while the volume becomes $tV$. The potential along this family is $t^4U-tpV$. Its derivative must vanish at $t=1$, which gives $4U-pV=0$. ∎

**Proof of the theorem.** By Lemma 2, $\Pi=\tfrac14pV-pV=-\tfrac34pV$. At fixed pressure, Lemma 1 gives $\partial V/\partial a=10V/(3a)$. Since $dA=2\pi a\,da$,

$$G=-\frac{1}{2\pi a}\left(\frac{\partial\Pi}{\partial a}\right)_p
=\frac{1}{2\pi a}\cdot\frac34\,p\cdot\frac{10V}{3a}
=\frac{5}{4}\,\frac{pV}{\pi a^2}. \tag{6}$$

At fixed volume the pressure does no work, so $G=-(\partial U/\partial A)_V$. Write the volume law as $V=Kp^{1/3}a^{10/3}$, with $K$ independent of $p$ and $a$. Then $p=V^3/(K^3a^{10})$, and Lemma 2 gives

$$U=\frac{pV}{4}=\frac{V^4}{4K^3a^{10}},\qquad
G=\frac{1}{2\pi a}\,\frac{10U}{a}=\frac{5U}{A}=\frac54\,\frac{pV}{A}. \tag{7}$$

Both loading controls give (4). ∎

**Remark 1 (growth).** The two controls agree on $G$ at a given state but not on what follows. At fixed pressure, $pV/A\propto p^{4/3}a^{10/3-2}$, so $G\propto a^{4/3}$. At fixed volume, $p\propto a^{-10}$ and $A\propto a^2$, so $G\propto a^{-12}$. A radius larger by 10% multiplies $G$ by 1.14 in the first case and by 0.32 in the second. If the interface toughness does not depend on radius, a blister that has just reached it runs on at fixed pressure but stops at fixed volume. A real rig lies between the two, because the fluid behind the blister is compressible. For a sealed isothermal gas charge with dead volume $V_0$ and ambient pressure $p_0$, holding $(p+p_0)(V+V_0)$ constant makes $G$ fall with radius only if $3V/(V+V_0)>p/(p+p_0)$. In the example below this requires $V_0$ under about 0.9 mm³; with water in a rigid reservoir the limit is roughly 15 mL.

## A check at the crack front

The proof used scaling and never looked at the debonding edge. The same $G$ can be found from the film force and slope at that edge, which gives a separate test of the factor.

**Lemma 3 (edge formula).** With $N_r$ the radial force per unit length,

$$G=\left[\tfrac12N_rw'^2+\frac{1-\nu^2}{2Eh}N_r^2\right]_{r=a}. \tag{8}$$

*Proof.* Write $\Pi=\int_0^aL\,dr$ with $L=2\pi r(\Phi-pw)$, where $\Phi=\tfrac12(N_r\varepsilon_r+N_\theta\varepsilon_\theta)$ is the stored energy per area. Because $N_r=\partial\Phi/\partial\varepsilon_r$, the strain definitions give $\partial L/\partial w'=2\pi rN_rw'$ and $\partial L/\partial u'=2\pi rN_r$.

Now let $a$ change at fixed $p$, and let a dot denote $\partial/\partial a$ at fixed $r$. The moving upper limit contributes $L(a)$. The change of the fields contributes boundary terms alone, because the equilibrium equations cancel the interior terms and the factor $r$ removes the term at the centre:

$$\frac{d\Pi}{da}=L(a)+2\pi a\left[N_rw'\dot w+N_r\dot u\right]_{r=a}. \tag{9}$$

The conditions $w(a;a)=0$ and $u(a;a)=0$ hold for every $a$. Differentiating them gives $\dot w=-w'$ and $\dot u=-u'$ at the edge. There $w=0$ and $\varepsilon_\theta=0$, so $L(a)=\pi aN_r\varepsilon_r$. Using $u'=\varepsilon_r-\tfrac12w'^2$,

$$\frac{d\Pi}{da}=2\pi a\left[\tfrac12N_r\varepsilon_r-N_rw'^2-N_r\varepsilon_r+\tfrac12N_rw'^2\right]
=-2\pi a\left[\tfrac12N_rw'^2+\tfrac12N_r\varepsilon_r\right]. \tag{10}$$

Zero hoop strain means $N_\theta=\nu N_r$, so $\varepsilon_r=(N_r-\nu N_\theta)/(Eh)=(1-\nu^2)N_r/(Eh)$. Division by $-2\pi a$ gives (8). ∎

To evaluate (8) we need the film force. Varying $u$ and $w$ in $\Pi$ and integrating by parts gives

$$N_\theta=(rN_r)',\qquad (rN_rw')'=-pr. \tag{11}$$

The second equation integrates to $N_rw'=-pr/2$, with no constant because the centre is regular. Eliminating $u$ from (1) gives $(r\varepsilon_\theta)'=\varepsilon_r-\tfrac12w'^2$, or

$$r\varepsilon_\theta'+\varepsilon_\theta-\varepsilon_r+\tfrac12w'^2=0. \tag{12}$$

Hooke's law gives $Eh\,\varepsilon_\theta=N_\theta-\nu N_r$ and $Eh(\varepsilon_\theta-\varepsilon_r)=(1+\nu)(N_\theta-N_r)$, and (11) gives $N_\theta-N_r=rN_r'$. After multiplication by $Eh$, (12) becomes

$$r(N_\theta'-\nu N_r')+(1+\nu)rN_r'+\tfrac12Eh\,w'^2
=r(N_r+N_\theta)'+\tfrac12Eh\,w'^2=0. \tag{13}$$

Here $(N_r+N_\theta)'=(2N_r+rN_r')'=3N_r'+rN_r''$, and $w'^2=p^2r^2/(4N_r^2)$. Dividing by $r^2$,

$$N_r''+\frac{3}{r}N_r'+\frac{Eh\,p^2}{8N_r^2}=0. \tag{14}$$

Set $N_r=(p^2a^2Eh)^{1/3}n(\rho)$. All parameters but $\nu$ then drop out:

$$\frac{d^2n}{d\rho^2}+\frac3\rho\frac{dn}{d\rho}+\frac1{8n^2}=0,\qquad
(1-\nu)n+\frac{dn}{d\rho}=0\ \text{ at }\rho=1. \tag{15}$$

The edge condition is $N_\theta=\nu N_r$ rewritten with (11). The slope follows from $dW/d\rho=-\rho/(2n)$. Integrating it gives the height, and integrating the volume by parts gives the coefficient in Lemma 1:

$$W(0)=\int_0^1\frac{\rho}{2n}\,d\rho,\qquad v=\pi\int_0^1\frac{\rho^3}{2n}\,d\rho. \tag{16}$$

Equation (15) was solved numerically for $\nu=0$, $0.3$ and $0.5$. The edge formula (8), divided by $pV/A$ with the volume from (16), gave 1.2500000 in all three cases. This tests the factor through local edge values, without using the volume exponent.

## Where the factor changes

**Proposition.** Suppose that a model gives $V\propto p^m a^q$, with $m>-1$, at all pressures from zero up to the one considered. Then

$$G=\frac{q}{2(m+1)}\,\frac{pV}{A}. \tag{17}$$

*Proof.* At fixed radius, $d\Pi/dp=-V$, because $\Pi$ is stationary with respect to the displacements and $p$ appears explicitly only in $-pV$. With $\Pi=0$ at zero pressure, integration gives $\Pi=-pV/(m+1)$. At fixed pressure $\partial V/\partial a=qV/a$, and division by $2\pi a$ gives (17). ∎

For a linear clamped plate of bending stiffness $D$, the deflection is $w=p(a^2-r^2)^2/(64D)$ and the volume is $V=\pi pa^6/(192D)$. Thus $m=1$, $q=6$ and the factor is $3/2$.

For a membrane under a large fixed tension $N_0$, $w=p(a^2-r^2)/(4N_0)$ and $V=\pi pa^4/(8N_0)$. Thus $m=1$, $q=4$ and the factor is $1$. Energy is here counted relative to the attached film, which carries the same prestress. Direct minimisation of the energy, followed by numerical differentiation with respect to area, reproduced both values.

Between these limits the factor can equal $5/4$ by coincidence, when the effects of bending and prestress offset each other. As a membrane law, $5/4$ needs the pressure-induced tension to be large compared with $N_0$, and bending to be confined to a narrow strip at the edge. In that strip $Dw''''\approx N_rw''$, so the difference between the actual slope and the membrane slope decays away from the edge over a length $\ell=\sqrt{D/N_r}$, and the condition is $\ell\ll a$. The slope in (8) is the membrane slope just outside this strip; at an ideally clamped edge, the slope of a film with bending stiffness is zero.

## Worked example: a polyimide film on silicon

Take rough typical values for a stiff, low-expansion polyimide passivation film: $E=8$ GPa, $\nu=0.3$ and $h=5$ µm. The blister has $a=1$ mm and $p=50$ kPa. The scaled load is

$$\frac{pa}{Eh}=\frac{(5\times10^4)(10^{-3})}{(8\times10^9)(5\times10^{-6})}=1.25\times10^{-3},\qquad \lambda=0.1077. \tag{18}$$

For $\nu=0.3$, the solution of (15) and (16) has $W(0)=0.6534$ and $v=1.0703$. Hence

$$w_0=0.6534\times0.1077\times1\ \text{mm}=70.4\ \text{µm},\qquad
V=1.0703\times0.1077\times1\ \text{mm}^3=0.1153\ \text{mm}^3. \tag{19}$$

With $A=3.142$ mm²,

$$\frac{pV}{A}=\frac{(5\times10^4)(1.153\times10^{-10})}{3.142\times10^{-6}}=1.835\ \text{J/m}^2,\qquad
G=1.25\times1.835=2.29\ \text{J/m}^2. \tag{20}$$

The edge formula shows how this is made up. The membrane stress at the edge is 30.9 MPa, so $N_r=155$ N/m, and the edge slope is 0.162. The slope term $\tfrac12N_rw'^2$ is 2.02 J/m² and the stretching term is 0.27 J/m². Together they give 2.29 J/m², of which about 88% comes from the slope term.

If the height is measured instead of the volume, $V=0.5214\,Aw_0$ gives $G=1.25\times0.5214\,pw_0=0.652\,pw_0$. Unlike $5/4$, this coefficient was computed for $\nu=0.3$.

**Remark 2 (size of the neglected effects).** The following changes in $G$ are relative to the membrane value, at the same pressure and radius. The last column is the factor $GA/(pV)$, with the volume of the same model.

| Effect included | Change in $G$ | Factor |
|---|---:|---:|
| Bending | −4.3% | 1.264 |
| 5 MPa tensile prestress | −7.6% | 1.215 |
| Finite slopes | +0.4% | 1.249 |
| All three | −11.3% | 1.228 |

The finite-slope row assumes a linear law between force and engineering strain (stretch minus one); the size of this small correction depends on that choice, being about +0.26% for a law linear in Green strain and +0.52% for logarithmic strain. Bending moves the factor towards $3/2$ and prestress moves it towards $1$, so the two shifts partly cancel. The larger changes in $G$ come mainly from the volume: with all three effects, $V$ is about 10% smaller than the membrane formula predicts. This matters for the choice of data. If $V$ is computed from the pressure by (5), $G$ is too high by about 13% relative to the three-effect model. If the actual volume is used in (4), the excess is $1.25/1.228-1$, or about 2%.

The edge strip has $\ell=h\sqrt{E/[12(1-\nu^2)\sigma_e]}$, where $\sigma_e=N_r/h$ is the edge membrane stress. This gives $5\ \text{µm}\times\sqrt{8000/(10.92\times30.9)}\approx24$ µm, small compared with the radius of 1 mm. It is nevertheless where the film is most severely loaded: with all three effects, the peak surface stress at the clamped edge is about 170 MPa. This is the plate-theory value on the tensile underside; it leaves out the stress concentration at the crack tip itself, where that surface ends. By the maximum-shear (Tresca) criterion, the ratio to a rough yield stress of 200 MPa is 0.85, so the elastic assumption has little margin. If the edge yields, a debonding energy inferred from this elastic analysis includes plastic work in the film.

**Remark 3 (the real case).** The example describes a coating chosen for low residual stress. Of the three effects in the table, prestress changes $G$ most: the assumed 5 MPa lowers it by 7.6%, at fixed pressure and radius. Polyimides with a larger thermal expansion mismatch to silicon can carry tens of MPa, comparable with the 31 to 40 MPa of radial membrane stress produced by the pressure in this example. At 30 MPa, for instance, the factor in this example falls to about 1.09, or 1.11 with bending. The factor $5/4$ should not then be used without a calculation that includes the prestress.

Temperature changes this balance. If the film expands more than silicon by roughly 3 ppm/K and the elastic constants are unchanged, heating by 100 K shifts the prestress by

$$-\frac{E}{1-\nu}\,\Delta\alpha\,\Delta T=-\frac{8000\ \text{MPa}}{0.7}\times3\times10^{-6}\times100=-3.4\ \text{MPa}, \tag{21}$$

leaving about 1.6 MPa of the assumed tension. With this mismatch, 5 MPa corresponds to cooling by only about 150 K from the stress-free state; cooling by 325 K would leave about 11 MPa, and at 10 MPa the membrane factor is already 1.18. Substrate compliance is a much smaller matter: the estimate $Eh/(E_{\rm Si}a)$, with a rough silicon modulus $E_{\rm Si}=160$ GPa, is $2.5\times10^{-4}$. The logarithmic factor of a ring load on a half-space raises it to about $10^{-3}$, which changes $V$ by about 0.04%. The deformation of the bonded film just beyond the crack front, also excluded by assumption 3, is of relative order $h/a=5\times10^{-3}$. Creep of the polymer is not included in any of these figures.

The 2.29 J/m² is the load placed on the interface, not its toughness. The blister grows if the toughness, for the mixture of opening and shear at this edge, is lower than that. The numerical output below gives the computed values to more digits.

## Computed values

```
Membrane limit, shooting solution
  nu=0.0: edge-based factor G A/(p V) = 1.2500000
  nu=0.3: edge-based factor G A/(p V) = 1.2500000
  nu=0.5: edge-based factor G A/(p V) = 1.2500000
  stored energy / (p V) = 0.250000
  exponent of V in p = 0.33333, in a = 3.33333
  G fixed volume / G fixed pressure = 1.00002
  G ratio for 10% larger radius, fixed pressure = 1.1355
  G ratio for 10% larger radius, fixed volume = 0.3186
  factor, linear clamped plate = 1.50000
  factor, prestress-dominated membrane = 1.00000
Example: polyimide film on silicon (rough typical inputs)
  E = 8.0 GPa, nu = 0.30, h = 5.0 um
  a = 1.00 mm, p = 50.0 kPa
  scaled load p a/(E h) = 1.25000e-03
  cube root of scaled load = 0.10772
  scaled centre force n(0) = 0.43110
  scaled edge force n(1) = 0.33296
  scaled height W(0) = 0.65344
  scaled volume v = 1.07032
  V/(A w0) = 0.52138
  centre height w0 = 70.39 um, w0/h = 14.08
  volume V = 0.11530 mm^3, area A = 3.14159 mm^2
  p V/A = 1.8350 J/m^2
  G = 2.2937 J/m^2
  slope part of G = 2.0221 J/m^2
  stretching part of G = 0.2717 J/m^2
  edge slope = 0.1618 rad
  centre membrane stress = 40.02 MPa
  edge membrane radial stress = 30.91 MPa
Neglected effects at the same pressure and radius
  assumed prestress = 5.0 MPa
  bending: G = 2.1958 J/m^2 (-4.27 %), factor = 1.2638
  prestress: G = 2.1201 J/m^2 (-7.57 %), factor = 1.2150
  finite slopes: G = 2.3026 J/m^2 (+0.39 %), factor = 1.2488
  all three: G = 2.0351 J/m^2 (-11.28 %), factor = 1.2278
  peak edge surface stress, all three = 170.3 MPa
  rough yield stress = 200 MPa, peak/yield = 0.85
  expansion mismatch = 3.0 ppm/K
  prestress change on heating by 100 K = -3.43 MPa
  silicon modulus = 160 GPa
  substrate/film compliance E h/(E_Si a) = 2.50e-04
```
